\section*{Selection probabilities and mean waiting time for three competing hops}

\section*{Question}

I am writing a small kinetic Monte Carlo simulation of a copper atom hopping on a Cu(100) surface near 200~K. In one configuration the atom has three available hops, with rates of 1, 3 and 6 per second. I need the probability of selecting each hop and the mean time before the atom moves.

For the time, I took the separate mean times of $1$, $1/3$ and $1/6$~s and averaged them, which gives 0.5~s. That cannot be right, because the third hop alone would need only 0.167~s on average. What is the correct calculation? And must the time I add to the clock depend on which hop was selected?

\section*{Answer}

Your suspicion is justified. The three hops compete, and the wait ends as soon as any one of them occurs. An average of the separate times ignores this competition.

\subsection*{What the rates mean}

Call the rates $k_1=1$, $k_2=3$ and $k_3=6$ per second. A constant rate $k_i$ means that, while the present configuration lasts, hop $i$ occurs in a short interval $dt$ with probability $k_i\,dt$, however long the atom has already waited. I also assume that the three processes are independent. The chance of two events in the same interval is then of order $dt^2$ and drops out as $dt\to0$, so the probabilities of the single events add. The chance of leaving in $dt$ is $R\,dt$, with
\begin{equation}
R=k_1+k_2+k_3=(1+3+6)\ \mathrm{s^{-1}}=10\ \mathrm{s^{-1}} .
\end{equation}

Let $S(t)$ be the probability that nothing has happened up to time $t$. To survive until $t+dt$, the configuration must survive until $t$ and then not be left during $dt$:
\begin{equation}
S(t+dt)=S(t)\,(1-R\,dt)
\quad\Rightarrow\quad
\frac{dS}{dt}=-RS .
\end{equation}
Since $S(0)=1$, the solution is $S(t)=e^{-Rt}$.

\subsection*{Selection probabilities}

For hop $i$ to be the first event, and to occur between $t$ and $t+dt$, nothing may happen before $t$, and hop $i$ must then occur. The probability is
\begin{equation}
S(t)\,k_i\,dt=k_i e^{-Rt}\,dt .
\label{eq:joint}
\end{equation}
The time of the event does not matter for the selection, so we integrate over it:
\begin{equation}
p_i=\int_0^\infty k_i e^{-Rt}\,dt=\frac{k_i}{R},
\qquad
p_1=\tfrac{1}{10}=0.1,\quad p_2=\tfrac{3}{10}=0.3,\quad p_3=\tfrac{6}{10}=0.6 .
\end{equation}

\subsection*{Mean waiting time}

Summing (\ref{eq:joint}) over the three hops gives the probability density of the waiting time, $Re^{-Rt}$. Integration by parts gives its mean:
\begin{equation}
\langle t\rangle=\int_0^\infty t\,Re^{-Rt}\,dt
=\Big[-te^{-Rt}\Big]_0^\infty+\int_0^\infty e^{-Rt}\,dt
=\frac1R=0.1\ \mathrm{s}.
\end{equation}
This is shorter than each of the separate mean times, as it must be when any of the hops can end the wait.

The value is a mean, and single waits scatter widely about it. A second integration by parts gives
\begin{equation}
\langle t^2\rangle=\int_0^\infty t^2Re^{-Rt}\,dt=2\int_0^\infty te^{-Rt}\,dt=\frac{2}{R^2},
\end{equation}
so the standard deviation is $\sqrt{2/R^2-1/R^2}=1/R$, also 0.1~s. Half of the waits are shorter than the median, which follows from $e^{-Rt}=1/2$ as $t=\ln2/R=0.069$~s. A fraction $e^{-1}=0.37$ of them last longer than the mean.

Two special cases help to check the formula. If one rate is much larger than the others, $R$ approaches that rate and the fast process sets the wait. If $N$ processes share the same rate $k$, each has probability $1/N$ and the mean wait is $1/(Nk)$: more ways out mean a shorter stay.

\subsection*{Does the time depend on the selected hop?}

It does not. The joint density in (\ref{eq:joint}) can be written as
\begin{equation}
k_i e^{-Rt}=\frac{k_i}{R}\;Re^{-Rt}=p_i\,\big(Re^{-Rt}\big).
\end{equation}
It is a product of a factor for the hop and a factor for the time, so the two are independent. Even when the slow hop 1 wins, the mean wait is 0.1~s, not 1~s. Hop 1 can win only if the other two have not yet occurred, which selects the cases in which it came early.

This was tested with 400\,000 random trials, each using three separate exponential clocks and taking the earliest. The hops won in fractions 0.100, 0.301 and 0.599 of the trials. The mean waits, sorted by winner, were 0.1003, 0.0998 and 0.1001~s.

\subsection*{One step of the simulation}

Draw two independent random numbers $u$ and $v$, uniform between 0 and 1. The first selects the hop from the cumulative probabilities 0.1, 0.4 and 1: hop 1 if $u<0.1$, hop 2 if $0.1\le u<0.4$, and hop 3 otherwise. The lengths of these intervals are the $p_i$. The second number gives the time
\begin{equation}
t=-\frac{\ln v}{R}.
\end{equation}
This has the right distribution, because $t>\tau$ is the same condition as $v<e^{-R\tau}$, and a uniform number satisfies it with probability $e^{-R\tau}=S(\tau)$.

For example, $u=0.35$ lies between 0.1 and 0.4 and selects hop 2. With $v=0.50$, the clock advances by $0.693/(10\ \mathrm{s^{-1}})=0.069$~s. After the hop the atom has new surroundings, so the list of rates and $R$ must be drawn up afresh.

\subsection*{When the rule fails}

The derivation assumes rates that do not depend on the time already waited. Without this, both the probabilities and the mean wait can change. As a counterexample, keep the separate means $1/k_i$ but give each clock the density $f_i=4k_i^2\,t\,e^{-2k_it}$. Its survival probability is $S_i=\int_t^\infty f_i\,dt'=(1+2k_it)e^{-2k_it}$. With $t$ in seconds, the mean wait is the integral of the product of the three survival probabilities. Using $\int_0^\infty t^ne^{-20t}dt=n!/20^{n+1}$,
\begin{align}
\langle t\rangle&=\int_0^\infty(1+2t)(1+6t)(1+12t)\,e^{-20t}\,dt\nonumber\\
&=\int_0^\infty(1+20t+108t^2+144t^3)\,e^{-20t}\,dt\nonumber\\
&=0.05+0.05+0.027+0.0054=0.132\ \mathrm{s}.
\end{align}
The selection probabilities become 0.039, 0.248 and 0.713, and the time now depends on the winner: the mean waits for hops 1, 2 and 3 are 0.151, 0.138 and 0.129~s. The shift towards the fast hop can be read from the momentary rates $f_i/S_i=4k_i^2t/(1+2k_it)$. At short times they are in the ratio of the squares $k_i^2$, and they approach the ratio of the $k_i$ only at long times.

\subsection*{How this compares with real copper}

Your rates are round numbers, not computed properties of copper. To see whether they are reasonable, we need the link between a rate and a barrier. Take classical motion along the hop direction $x$, with atomic mass $m$, a harmonic well of frequency $\nu$ and a barrier $E$. Assume thermal equilibrium in the well and no immediate return after a crossing. The rate is the mean forward speed, $\sqrt{k_BT/2\pi m}$ (backward motion counted as zero), times the probability density at the saddle:
\begin{equation}
k=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-E/k_BT}}{\int e^{-m(2\pi\nu)^2x^2/2k_BT}\,dx}
=\sqrt{\frac{k_BT}{2\pi m}}\;2\pi\nu\sqrt{\frac{m}{2\pi k_BT}}\;e^{-E/k_BT}
=\nu e^{-E/k_BT}.
\end{equation}
Solving for the barrier gives $E_i=k_BT\ln(\nu/k_i)$. At 200~K, $k_BT=0.01723$~eV. With a chosen $\nu=3\times10^{12}\ \mathrm{s^{-1}}$, the first barrier is $0.01723\times28.73=0.495$~eV, and the others are 0.476 and 0.464~eV. Published barriers for hops on Cu(100) scatter, roughly between 0.3 and 0.6~eV, so your rates are possible but not confirmed by this comparison.

The size of $\nu$ is also plausible. For a potential $E\sin^2(\pi x/a)$, the curvature at the minimum is $2\pi^2E/a^2=m(2\pi\nu)^2$, so $\nu=\sqrt{E/2m}/a$. The copper mass, $a=0.256$~nm and $E=E_1$ give $2.4\times10^{12}\ \mathrm{s^{-1}}$. This supports only the order of magnitude. On a real surface the prefactor involves all vibrations at the well and at the saddle and can be a few times larger; each factor of two in $\nu$ raises the inferred barriers by $k_BT\ln2=0.012$~eV.

On a flat, empty Cu(100) terrace, symmetry makes four hops equally fast. Your list therefore describes an atom in uneven surroundings. I assume that the fourth hop leads over a step edge and has a higher barrier, chosen here as 0.60~eV. Its rate is then $0.0023\ \mathrm{s^{-1}}$ and its probability $2\times10^{-4}$, so leaving it out hardly changes the other probabilities or the mean wait of this step. This rests on the chosen barrier: at 0.52~eV the rate would be $0.24\ \mathrm{s^{-1}}$ and the probability 0.02. A long simulation that is meant to follow atoms across step edges must still include it.

Other effects can be sized in the same way, each with the remaining settings held fixed:
\begin{itemize}
\item \textbf{Deposition.} If a new atom landing on any of 100 surrounding sites changes the configuration, a flux of 0.001 monolayer per second adds a process of rate $0.1\ \mathrm{s^{-1}}$. The mean wait becomes $1/10.1=0.099$~s.
\item \textbf{A common barrier error.} Raising all three barriers by 0.05~eV multiplies every rate by $e^{-0.05/0.01723}$. The factor cancels in $k_i/R$, so the probabilities stay the same, but the mean wait grows about 18-fold, to 1.8~s.
\item \textbf{An error in one barrier.} Raising $E_3$ alone by 0.01~eV reduces $k_3$ to $3.36\ \mathrm{s^{-1}}$. The probabilities become 0.136, 0.408 and 0.456, and the mean wait 0.136~s.
\item \textbf{Temperature.} From $dk_i/dT=k_iE_i/(k_BT^2)$ we get $d\ln(1/R)/dT=-\sum_ip_iE_i/(k_BT^2)=-0.137$ per kelvin. A full kelvin of warming shortens the mean wait to 0.087~s and changes no probability by more than about 0.001.
\end{itemize}

Quantum motion also speeds up the hops, by about 4 per cent in a one-dimensional model. Let $x_q=h\nu/k_BT=0.72$, and let the barrier top be an inverted parabola of the same frequency $\nu$. At energy $\varepsilon$ relative to the top, it transmits with probability $1/(1+e^{-2\pi\varepsilon/h\nu})$. The levels of the well sum to $Q=1/[2\sinh(x_q/2)]$. The quantum rate divided by the classical one is then
\begin{equation}
\frac{1}{h\nu Q}\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/k_BT}\,d\varepsilon}{1+e^{-2\pi\varepsilon/h\nu}}
=\frac{2\sinh(x_q/2)}{h\nu}\,\frac{h\nu/2}{\sin(x_q/2)}
=\frac{\sinh(x_q/2)}{\sin(x_q/2)}=1.044 .
\end{equation}
The integral follows from the substitution $y=e^{2\pi\varepsilon/h\nu}$ and $\int_0^\infty y^{s-1}/(1+y)\,dy=\pi/\sin\pi s$, with $s=1-x_q/2\pi$. At fixed barriers, the mean wait falls to 0.096~s. This is only an estimate, because the other vibrations of the atom and the surface also change between well and saddle, and the model leaves them out.

Constant rates are a reasonable assumption once the atom has settled in its new site. One vibration lasts about $3\times10^{-12}$ of the mean wait, so even thousands of vibrations of settling would add almost nothing to the clock. They could still change where the atom ends up: until it has lost the energy that carried it over the saddle, it may cross further saddles. A list of single hops therefore also assumes that the atom settles before it can do so. Of the changes considered, the common barrier error moves the waiting time most. The formula $1/R$ is sound for the rates you give it, but the predicted time is only as good as the barriers and frequencies behind those rates. Further digits are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Rates k1, k2, k3 (1/s): 1.0, 3.0, 6.0
Total rate R (1/s): 10.0
Selection probabilities: 0.100, 0.300, 0.600
Mean waiting time (s): 0.1000
Median waiting time (s): 0.0693
Chance of waiting longer than the mean: 0.3679
Separate mean times 1/k_i (s): 1.0000, 0.3333, 0.1667
Average of the 1/k_i, a wrong answer (s): 0.5000
Master equation, exit probabilities: 0.100000, 0.300000, 0.600000
Master equation, mean wait (s): 0.100000
Number of random samples: 400000
Separate clocks, winning frequencies: 0.1002, 0.3007, 0.5990
Separate clocks, mean wait (s): 0.10002
Separate clocks, standard deviation (s): 0.09998
Mean wait when process 1, 2, 3 wins (s): 0.1003, 0.0998, 0.1001
Two-number algorithm, frequencies: 0.1005, 0.2999, 0.5996
Two-number algorithm, mean wait (s): 0.10016
Hand draw u, v: 0.35, 0.50
Hand draw, process number: 2
Hand draw, waiting time (s): 0.0693
Clocks with memory, probabilities: 0.0388, 0.2484, 0.7128
Clocks with memory, mean wait (s): 0.1324
Temperature (K): 200
Thermal energy kT (eV): 0.01723
Attempt frequency nu (1/s): 3.0e+12
Barriers E1, E2, E3 (eV): 0.4951, 0.4762, 0.4643
Jump length in cosine potential (nm): 0.256
Cosine-potential frequency (1/s): 2.39e+12
Flux rate / Arrhenius rate, cosine potential: 0.9910
Omitted fourth hop, barrier (eV): 0.60
Omitted fourth hop, rate (1/s): 2.28e-03
Omitted fourth hop, probability: 2.28e-04
Deposition flux (monolayer/s): 0.001
Deposition, number of sites: 100
Deposition, total rate (1/s): 0.10
Deposition, probability: 0.0099
Mean wait with deposition (s): 0.0990
Common barrier error (eV): 0.05
Mean wait with all barriers raised (s): 1.819
Error in E3 only (eV): 0.01
Probabilities with E3 raised: 0.1359, 0.4077, 0.4564
Mean wait with E3 raised (s): 0.1359
Mean wait at 1 K higher (s): 0.0873
Probabilities at 1 K higher: 0.1007, 0.3005, 0.5988
Slope d ln(mean wait)/dT (1/K): -0.1366
x = h nu / kT: 0.7199
Quantum correction factor of the rates: 1.0441
Mean wait with quantum correction (s): 0.0958
Vibration period / mean wait: 3.33e-12
\end{verbatim}
